**Maximum coverage of an intact adsorbed precursor**

Sites pass from empty to intact to reacted with first-order rate constants `k_ads` and `k_loss`, and a reacted molecule keeps its site blocked. For `k_loss = k_ads/2` and an initially empty surface, the intact coverage peaks at exactly 1/2 at time 2 ln 2/`k_ads`. The program asserts the closed-form time course against matrix exponentials, and the peak height and time against numerical integration. It also asserts the general maximum r^(r/(1−r)), with r = `k_loss/k_ads`, at five ratios, and the limit 1/e at r = 1. A simulation of 400,000 independent sites gives an intact fraction of 0.5015 at the predicted time, within the asserted sampling tolerance of 0.004. For the yttrium precursor example, with its rough and chosen parameters, the peak lies at about 0.24 s. The output also shows how desorption, a 10 K temperature rise, gradual gas filling and partly freed site area change the maximum; weak binding (1.0 eV) reduces it to about 0.003.

## Numerical verification

```python
# Result under test: sites go empty -> intact -> reacted with first-order rate
# constants k_ads and k_loss. For k_loss = k_ads/2 and an initially empty surface
# the intact coverage has a maximum of exactly 1/2 at time 2 ln2 / k_ads.
# For any ratio r = k_loss/k_ads the maximum is r**(r/(1-r)), or 1/e at r = 1.
# Coverages are fractions of sites; the reacted species keeps its site blocked.
import numpy as np
from scipy.linalg import expm
from scipy.integrate import solve_ivp
from scipy import constants as const


def coverages(time, k_ads, k_loss, start=(1.0, 0.0, 0.0)):
    """Empty, intact and reacted fractions from the rate matrix."""
    rate_matrix = np.array([[-k_ads, 0.0, 0.0],
                            [k_ads, -k_loss, 0.0],
                            [0.0, k_loss, 0.0]])
    return expm(rate_matrix * time) @ np.array(start)


def find_peak(k_ads, k_loss, k_des=0.0, freed=0.0, fill_time=0.0):
    """Integrate the balances until the intact coverage stops rising.
    k_des: desorption; freed: part of a site released by ligand loss;
    fill_time: time constant of the rise of the gas pressure."""
    def balance(time, state):
        intact, reacted = state
        pressure_factor = 1.0
        if fill_time > 0:
            pressure_factor = -np.expm1(-time / fill_time)
        empty = 1 - intact - (1 - freed) * reacted
        return [k_ads * pressure_factor * empty - (k_loss + k_des) * intact,
                k_loss * intact]

    def slope(time, state):
        return balance(time, state)[0]
    slope.direction = -1
    slope.terminal = True
    run = solve_ivp(balance, (0, 60 / k_ads), [0.0, 0.0], method="Radau",
                    events=slope, rtol=1e-9, atol=1e-12)
    assert run.success and len(run.t_events[0]) == 1
    return run.t_events[0][0], run.y_events[0][0][0]


# ---- Inputs: rough process values and chosen model parameters ----
temperature = 520.0            # K
pressure_mtorr = 10.0
site_density = 1.5             # per nm^2
sticking = 1.0e-3
molar_mass = 88.906 + 18 * 12.011 + 21 * 1.008   # g/mol, Y(C6H7)3
attempt = 1.0e13               # 1/s
mass = molar_mass * 1e-3 / const.N_A
pressure = pressure_mtorr * 1e-3 * const.torr
flux = pressure / np.sqrt(2 * np.pi * mass * const.k * temperature) * 1e-18
k_ads = sticking * flux / site_density
k_loss = k_ads / 2
t_peak = 2 * np.log(2) / k_ads

# ---- Kinetic-theory flux from the Maxwell distribution ----
speed_scale = np.sqrt(const.k * temperature / mass)
u = np.linspace(0, 12, 20001)
weight = u * np.exp(-u**2 / 2) / np.sqrt(2 * np.pi)
mean_inward = speed_scale * np.sum((weight[1:] + weight[:-1]) / 2 * np.diff(u))
flux_direct = pressure / (const.k * temperature) * mean_inward * 1e-18
assert abs(flux_direct / flux - 1) < 1e-6

# ---- Time course, maximum and populations at the maximum ----
for time in np.linspace(0, 8 / k_ads, 41):
    x = np.exp(-k_ads * time / 2)
    formula = [x**2, 2 * x - 2 * x**2, (1 - x)**2]
    assert np.allclose(coverages(time, k_ads, k_loss), formula, atol=1e-11)
found_time, found_peak = find_peak(k_ads, k_loss)
assert abs(found_peak - 0.5) < 1e-6
assert abs(found_time / t_peak - 1) < 1e-4
at_peak = coverages(t_peak, k_ads, k_loss)
assert np.allclose(at_peak, [0.25, 0.5, 0.25], atol=1e-11)

# ---- Random waiting times on individual sites ----
rng = np.random.default_rng(7)
n_sites = 400000
arrival = rng.exponential(1 / k_ads, n_sites)
departure = arrival + rng.exponential(1 / k_loss, n_sites)
sampled = np.mean((arrival <= t_peak) & (departure > t_peak))
assert abs(sampled - 0.5) < 0.004      # five standard deviations

# ---- Maximum for other rate ratios, and its steady fall ----
ratios = [0.1, 0.25, 0.5, 1.0, 2.0, 5.0]
peaks = [find_peak(1.0, r)[1] for r in ratios]
for r, peak in zip(ratios, peaks):
    expected = np.exp(-1) if r == 1 else r**(r / (1 - r))
    assert abs(peak - expected) < 1e-6
assert np.all(np.diff(peaks) < 0)

# ---- Instantaneous rates locked at ratio 1/2: no maximum ----
locked_matrix = np.array([[-1.0, 0.0], [0.5, 0.0]])
locked = np.array([(expm(locked_matrix * s) @ [1.0, 0.0])[1]
                   for s in np.linspace(0, 15, 61)])
assert np.all(np.diff(locked) > 0) and locked[-1] < 0.5
assert abs(locked[-1] - 0.5) < 1e-5

# ---- Window above 0.45 and decay after the gas is removed ----
half_width = np.sqrt(0.025)
t_open = -2 * np.log(0.5 + half_width) / k_ads
t_close = -2 * np.log(0.5 - half_width) / k_ads
for edge in (t_open, t_close):
    assert abs(coverages(edge, k_ads, k_loss)[1] - 0.45) < 1e-11
purged = coverages(t_peak, 0.0, k_loss, at_peak)
assert abs(purged[1] - 0.25) < 1e-11

# ---- Sizes of neglected effects ----
kt_ev = const.k * temperature / const.e
barrier = kt_ev * np.log(attempt / k_loss)
des_ratios = [0.01, 0.1, 1.0]
des_peaks = [find_peak(k_ads, k_loss, k_des=q * k_ads)[1] for q in des_ratios]
assert 0.5 > des_peaks[0] > des_peaks[1] > des_peaks[2]
need_low = kt_ev * np.log(attempt / (0.01 * k_ads))
need_high = kt_ev * np.log(100 * attempt / (0.01 * k_ads))
weak_energy = 1.0              # eV
k_weak = attempt * np.exp(-weak_energy / kt_ev)
weak_peak = find_peak(k_ads, k_loss, k_des=k_weak)[1]
assert weak_peak < 0.05

hot = temperature + 10
k_loss_hot = attempt * np.exp(-barrier * const.e / (const.k * hot))
k_ads_hot = k_ads * np.sqrt(temperature / hot)
hot_peak = find_peak(k_ads_hot, k_loss_hot)[1]
assert hot_peak < 0.5
fill_time = 0.050              # s
fill_t, fill_peak = find_peak(k_ads, k_loss, fill_time=fill_time)
assert fill_t > t_peak
freed = 1 / 3
freed_t, freed_peak = find_peak(k_ads, k_loss, freed=freed)
assert freed_peak > 0.5

# ---- Printed numbers ----
print(f"Temperature: {temperature:.0f} K")
print(f"Precursor pressure: {pressure_mtorr:.1f} mTorr")
print(f"Site density: {site_density:.2f} per nm^2")
print(f"Sticking probability: {sticking:.4f}")
print(f"Molar mass: {molar_mass:.1f} g/mol")
print(f"Flux to surface: {flux:.0f} per nm^2 per s")
print(f"Adsorption constant k_a: {k_ads:.3f} 1/s")
print(f"Ligand-loss constant k_r: {k_loss:.3f} 1/s")
print(f"Time of maximum, formula: {t_peak*1e3:.1f} ms")
print(f"Time of maximum, integration: {found_time*1e3:.1f} ms")
print(f"Maximum intact coverage, integration: {found_peak:.6f}")
print(f"Intact fraction, {n_sites} random sites: {sampled:.4f}")
print("Fractions of sites: empty, intact, reacted")
for factor in (0.5, 1.0, 2.0, 4.0):
    e, a, b = coverages(factor * t_peak, k_ads, k_loss)
    print(f"  at {factor*t_peak*1e3:.1f} ms: {e:.4f}, {a:.4f}, {b:.4f}")
print(f"Intact density at maximum: {at_peak[1]*site_density:.3f} per nm^2")
print(f"Intact above 0.45 from {t_open*1e3:.1f} to {t_close*1e3:.1f} ms")
print(f"Intact after purge of length t*: {purged[1]:.4f}")
print("Maximum intact coverage for other ratios k_r/k_a:")
for r, peak in zip(ratios, peaks):
    print(f"  ratio {r:.2f}: {peak:.4f}")
print(f"Locked rates, intact at k_a t = 15: {locked[-1]:.7f}")
print("Neglected effects:")
for q, peak in zip(des_ratios, des_peaks):
    print(f"  desorption at {q:.2f} k_a: maximum {peak:.4f}")
print(f"  attempt frequency assumed: {attempt:.1e} 1/s")
print(f"  desorption energy for 0.01 k_a: {need_low:.2f} eV")
print(f"  same, attempt frequency x100: {need_high:.2f} eV")
print(f"  desorption energy {weak_energy:.1f} eV: k_des {k_weak:.0f} 1/s")
print(f"  maximum for that weak binding: {weak_peak:.5f}")
print(f"  implied ligand-loss barrier: {barrier:.2f} eV")
print(f"  k_r/k_a at {hot:.0f} K: {k_loss_hot/k_ads_hot:.3f}")
print(f"  maximum at {hot:.0f} K: {hot_peak:.4f}")
print(f"  gas filling time constant: {fill_time*1e3:.0f} ms")
print(f"  with filling: maximum {fill_peak:.4f} at {fill_t*1e3:.1f} ms")
print(f"  site part freed by ligand loss: {freed:.3f}")
print(f"  with freed area: maximum {freed_peak:.4f} at {freed_t*1e3:.1f} ms")
print("all assertions hold")
```

Running it gives:

```
Temperature: 520 K
Precursor pressure: 10.0 mTorr
Site density: 1.50 per nm^2
Sticking probability: 0.0010
Molar mass: 326.3 g/mol
Flux to surface: 8528 per nm^2 per s
Adsorption constant k_a: 5.685 1/s
Ligand-loss constant k_r: 2.843 1/s
Time of maximum, formula: 243.8 ms
Time of maximum, integration: 243.8 ms
Maximum intact coverage, integration: 0.500000
Intact fraction, 400000 random sites: 0.5015
Fractions of sites: empty, intact, reacted
  at 121.9 ms: 0.5000, 0.4142, 0.0858
  at 243.8 ms: 0.2500, 0.5000, 0.2500
  at 487.7 ms: 0.0625, 0.3750, 0.5625
  at 975.3 ms: 0.0039, 0.1172, 0.8789
Intact density at maximum: 0.750 per nm^2
Intact above 0.45 from 147.2 to 377.6 ms
Intact after purge of length t*: 0.2500
Maximum intact coverage for other ratios k_r/k_a:
  ratio 0.10: 0.7743
  ratio 0.25: 0.6300
  ratio 0.50: 0.5000
  ratio 1.00: 0.3679
  ratio 2.00: 0.2500
  ratio 5.00: 0.1337
Locked rates, intact at k_a t = 15: 0.4999998
Neglected effects:
  desorption at 0.01 k_a: maximum 0.4977
  desorption at 0.10 k_a: maximum 0.4782
  desorption at 1.00 k_a: maximum 0.3418
  attempt frequency assumed: 1.0e+13 1/s
  desorption energy for 0.01 k_a: 1.47 eV
  same, attempt frequency x100: 1.68 eV
  desorption energy 1.0 eV: k_des 2033 1/s
  maximum for that weak binding: 0.00278
  implied ligand-loss barrier: 1.29 eV
  k_r/k_a at 530 K: 0.871
  maximum at 530 K: 0.3936
  gas filling time constant: 50 ms
  with filling: maximum 0.4914 at 296.3 ms
  site part freed by ligand loss: 0.333
  with freed area: maximum 0.5305 at 277.5 ms
all assertions hold
```
